# Sink Strength of Dislocation Lines for a Diffusing Impurity

## Result

A crystal contains parallel straight dislocation lines, $\rho$ of them per unit area of a plane normal to the lines. An impurity with diffusivity $D$ wanders in and is captured when it comes within a distance $r$ of a line. Let

$$R=\frac{1}{\sqrt{\pi\rho}},\qquad L=\ln\frac Rr,\qquad x=\frac rR .$$

A sink strength $k^2$ is defined by writing the loss per volume and time as $k^2D$ times a reference concentration. It therefore has a value only once that reference is named.

**Assumptions.** (i) Each line owns a round cell of radius $R$, whose area is $\pi R^2=1/\rho$. (ii) The line is a continuous, perfect sink: the concentration at distance $r$ is fixed at the value $c_s$ in equilibrium with the core, and $c$ below denotes the excess over $c_s$, so $c(r)=0$. (iii) $D$ is constant and no force acts on the impurity. (iv) Nothing varies along the lines.

**Theorem.**

(a) If the concentration at the cell edge is held at $c_R$ and nothing is generated in the cell, the steady-state loss per volume and time is $k_e^2Dc_R$ with

$$k_e^2=\frac{2\pi\rho}{\ln(R/r)} .$$

(b) If no flux crosses the cell edge and a uniform supply $G$ per volume and time balances the capture, then $G=k_m^2D\langle c\rangle$, where $\langle c\rangle$ is the mean over the cell and

$$k_m^2=\frac{2\pi\rho\,(1-x^2)}{L-\tfrac34+x^2-\tfrac14x^4}\;\simeq\;\frac{2\pi\rho}{L-\tfrac34}\quad(r\ll R).$$

(c) If a closed cell drains without supply, its content finally decays with the time constant

$$\tau\simeq\frac{1}{k_m^2D}\simeq\frac{L-\tfrac34}{2\pi\rho D},$$

with a relative error of order $L^{-2}$ when $r\ll R$.

Gettering, in which the dissolved impurity is used up, is case (c). The form with the bare logarithm belongs to case (a).

## Proof of (a)

Let $s$ be the distance from the line. In a steady state without sources, the radial diffusion equation is

$$\frac1s\frac{d}{ds}\left(s\frac{dc}{ds}\right)=0 .$$

Hence $s\,c'$ is a constant $B$, and $c=B\ln s+\text{const}$. The condition $c(r)=0$ gives $c=B\ln(s/r)$, and $c(R)=c_R$ gives $B=c_R/L$.

The flux density towards the line is $+D\,c'$, because impurities move down the gradient and $c$ rises outwards. The number captured per time and per length of line is this flux density times the circumference:

$$J=2\pi s\,D\,c'=2\pi DB=\frac{2\pi Dc_R}{L}.$$

It is the same at every $s$, as conservation demands. There are $\rho$ units of line length per volume, so the loss per volume is $\rho J=(2\pi\rho/L)Dc_R$. This proves (a). $\square$

The logarithm comes from the plane geometry. The same $J$ must pass through circles of circumference $2\pi s$, so the gradient falls as $1/s$, and every factor of ten in distance contributes equally to the diffusion resistance. This is why a poorly known capture radius does limited harm.

## Proof of (b)

**Lemma 1.** Let $T(s)$ solve $\nabla^2T=-1$ with $T(r)=0$ and $T'(R)=0$. Then

$$T=\tfrac12\left[R^2\ln\frac sr-\frac{s^2-r^2}{2}\right].$$

*Proof.* From $(sT')'=-s$ it follows that $sT'=C-s^2/2$. No flux at $R$ requires $C=R^2/2$, so $T'=(R^2/s-s)/2$. Integration from $r$ to $s$ gives the result. $\square$

The supplied cell obeys $D\nabla^2c=-G$ with the same boundary conditions, so $c=(G/D)\,T$ and $k_m^2=1/\langle T\rangle$. The mean over the annulus is

$$\langle T\rangle=\frac{2}{R^2-r^2}\int_r^RT\,s\,ds .$$

The two integrals needed are, the first by parts,

$$\int_r^R s\ln\frac sr\,ds=\frac{R^2L}{2}-\frac{R^2-r^2}{4},\qquad
\int_r^R\frac{s^2-r^2}{2}\,s\,ds=\frac{(R^2-r^2)^2}{8}.$$

Therefore

$$\langle T\rangle=\frac{1}{R^2-r^2}\left[\frac{R^4L}{2}-\frac{R^2(R^2-r^2)}{4}-\frac{(R^2-r^2)^2}{8}\right].$$

Taking out $R^4/2$ from the bracket leaves

$$L-\frac{1-x^2}{2}-\frac{(1-x^2)^2}{4}=L-\frac34+x^2-\frac{x^4}{4},$$

so that

$$\langle T\rangle=\frac{R^2}{2(1-x^2)}\left[L-\frac34+x^2-\frac{x^4}{4}\right].$$

Inverting this and using $2/R^2=2\pi\rho$ proves (b). $\square$

**Remark 1: the opposite limit.** If the core nearly fills the cell, put $\varepsilon=1-x^2\ll1$. Then $L=-\frac12\ln(1-\varepsilon)=\varepsilon/2+\varepsilon^2/4+\varepsilon^3/6+\dots$, while $-\frac34+x^2-\frac14x^4=-\varepsilon/2-\varepsilon^2/4$. The first two orders cancel and the bracket is $\varepsilon^3/6$. With a gap $h=R-r$, $\varepsilon\simeq2h/R$, so

$$k_m^2\simeq\frac{2\varepsilon}{R^2\,\varepsilon^3/6}=\frac{12}{R^2\varepsilon^2}=\frac{3}{h^2}.$$

This is the value for a flat layer with one absorbing face: there $T=hy-y^2/2$ at depth $y$, whose mean is $h^2/3$. The approximation $L-\frac34$ fails in this limit, but the full formula holds.

**Remark 2: what the offset means.** For $r\ll R$ every case has the form $2\pi\rho/(L-\delta)$. The held-edge profile has the mean $c_R\left[L/(1-x^2)-\frac12\right]/L\simeq c_R(1-1/2L)$, so the loss in (a), referred to the mean, has $\delta=\frac12$. With uniform supply, $T(R)\simeq\frac12R^2(L-\frac12)$, so reference to the edge again gives $\delta=\frac12$. In summary:

| | edge reference | mean reference |
|---|---|---|
| fed at the edge | $0$ | $1/2$ |
| fed uniformly | $1/2$ | $3/4$ |

The mean lies below the edge value, and uniformly supplied atoms have, on average, a shorter way to go. Both raise $k^2$.

## Proof of (c)

Let $\phi_n(s)$ be the radial modes, $-\nabla^2\phi_n=\lambda_n\phi_n$, with $\phi_n(r)=0$, $\phi_n'(R)=0$ and $\langle\phi_n\phi_m\rangle=\delta_{nm}$. A uniform initial content excites no angular modes. Expand it as $1=\sum_na_n\phi_n$ and put $w_n=a_n^2$, so $\sum_nw_n=\langle1\rangle=1$. The remaining fraction is

$$\frac{\langle c\rangle(t)}{\langle c\rangle(0)}=\sum_nw_ne^{-\lambda_nDt}.$$

Write $\mu_n=1/\lambda_n$, in falling order. Since $-\nabla^2T=1$, the expansion of $T$ is $\sum_na_n\mu_n\phi_n$, and hence

$$\langle T\rangle=\sum_nw_n\mu_n,\qquad\langle T^2\rangle=\sum_nw_n\mu_n^2 .$$

**Lemma 2.** Let $V=\langle T^2\rangle-\langle T\rangle^2$. If $\mu_2<\langle T\rangle$, then

$$\langle T\rangle+\frac{V}{\langle T\rangle}\;\le\;\mu_1\;\le\;\langle T\rangle+\frac{V}{\langle T\rangle-\mu_2}.$$

*Proof.* Because $\mu_n\le\mu_1$, $\langle T^2\rangle\le\mu_1\langle T\rangle$, which is the left inequality. For the right one, $\sum_nw_n(\mu_n-\mu_1)(\mu_n-\mu_2)\ge0$: the terms $n=1,2$ vanish, and for $n\ge3$ neither factor is positive. Written out, $\langle T^2\rangle-(\mu_1+\mu_2)\langle T\rangle+\mu_1\mu_2\ge0$, or

$$\mu_1(\langle T\rangle-\mu_2)\le\langle T^2\rangle-\mu_2\langle T\rangle=\langle T\rangle(\langle T\rangle-\mu_2)+V .$$

Division by $\langle T\rangle-\mu_2>0$ completes the proof. $\square$

Two quantities remain. For $V$ at $r\ll R$, let $v=s^2/R^2$, which is uniformly distributed on $(0,1)$ when points are chosen uniformly in the cell. Then $T=\frac12R^2\left[L+\frac12\ln v-\frac12v\right]$. With $\mathrm{Var}(\ln v)=1$, $\mathrm{Var}(v)=\frac1{12}$ and $\mathrm{Cov}(\ln v,v)=-\frac14+\frac12=\frac14$, the variance of the bracket is

$$\frac14+\frac1{48}-\frac12\cdot\frac14=\frac7{48},\qquad V=\frac{R^4}{4}\cdot\frac7{48}.$$

For $\mu_2$, drop the condition $\phi(r)=0$ and let the core reflect. This enlarges the set of trial functions in the variational principle, so no eigenvalue rises. The lowest mode is then constant, with eigenvalue zero. The derivative $\chi=\phi'$ of the next one obeys $\chi''+\chi'/s-\chi/s^2+\lambda\chi=0$ and vanishes at $r$ and $R$. Extended by zero to the full disc, it is a trial function for the same equation there, whose lowest eigenvalue is $(3.832/R)^2$, with 3.832 the first positive zero of the Bessel function $J_1$. Hence $\mu_2\le R^2/3.832^2<0.069R^2$, while $\langle T\rangle\simeq\frac12R^2(L-\frac34)$ grows with $L$.

So $\mu_1/\langle T\rangle-1$ equals $V/\langle T\rangle^2=7/[48(L-\frac34)^2]$ to leading order, which proves (c). $\square$

Physically, the concentration is nearly flat over most of the cell and drops close to the line. Supply or no supply then makes little difference to its shape.

## Beyond the round cell

For lines at positions $\mathbf x_i$ in a periodic square of area $A$, let $g$ have zero mean and satisfy $-\nabla^2g=\delta-1/A$. With captures $q_j$ per length and $\sum_jq_j=GA$, the supplied steady state is

$$c(\mathbf x)=\langle c\rangle-\frac1D\sum_jq_j\,g(\mathbf x-\mathbf x_j),$$

because then $D\nabla^2c=\sum_jq_j\delta(\mathbf x-\mathbf x_j)-G$. For $r$ much smaller than the spacing, setting $c=0$ at distance $r$ from each line gives linear equations for the $q_j$. The result can be written as $k^2=2\pi\rho/\ell$ with an effective logarithm $\ell$.

For the example below, a square array gives $\ell=7.900$, against $L-\frac34=7.888$ for the round cell; its offset is 0.738 in place of 0.75. Lines placed at random, 300 per square and averaged over twelve placements, give $\ell=9.65\pm0.07$ (standard error). This average is not settled to the last digit: more placements, or 1200 lines per square, lower it by about 0.1, so $\ell$ lies near 9.5 to 9.6. At equal mean density, $1/k^2$ is then roughly a fifth larger than for the round cell. Without supply, $1/(k^2D)$ is the mean time to capture; the final decay is slower still, since $\mu_1\ge\langle T\rangle$ holds for any arrangement. For random lines the slowest time differs from placement to placement (about 11 to 13 s for 300 lines, against a mean of 10 s) and tends to grow with the size of the region considered, so a random arrangement has no single final time constant. The round cell is thus a good stand-in for a square array, and an optimistic one for a random arrangement.

## Beyond the perfect line

**Lemma 3 (beads).** Suppose that capture occurs only at small spheres of radius $a$, spaced by $d$ along the line, with $a\ll d\ll R$. Then $L$ is replaced by

$$\ell_b=\frac{d}{2a}+\ln\frac{R}{2d}+\gamma,\qquad\gamma=0.5772\ldots$$

*Proof.* A sphere that captures $q$ atoms per time lowers the concentration at distance $\varrho$ by $q/(4\pi D\varrho)$. Sum over $2N+1$ beads. At the surface of the central one, the inverse distances add up to

$$\frac1a+\frac2d\sum_{n=1}^N\frac1n\simeq\frac1a+\frac2d(\ln N+\gamma).$$

At distance $R\gg d$ from the row, the summand changes little from bead to bead and the sum becomes an integral:

$$\frac1d\int_{-Nd}^{Nd}\frac{dz}{\sqrt{R^2+z^2}}\simeq\frac2d\ln\frac{2Nd}{R}.$$

In the difference $\ln N$ cancels, leaving $(2/d)\,\ell_b$. Hence $c_R=(q/4\pi D)(2/d)\ell_b$, and the capture per length is $J=q/d=2\pi Dc_R/\ell_b$. $\square$

In the closed cell the profile at $s\gg d$ is that of Lemma 1 with $\ln(s/r)=L+\ln(s/R)$ replaced by $\ell_b+\ln(s/R)$. The region $s\lesssim d$ holds a negligible share of the area, so the mean again subtracts $\frac34$. The term $d/2a$ is the resistance of the last converging paths to each sphere. It grows linearly with spacing, and the protection that the logarithm gave is lost.

**Lemma 4 (elastic drift).** Let the impurity have the energy $U=k_BT_{\rm abs}\,u$ with $u=\alpha\sin\theta/s$, the angular form for a size misfit near an edge dislocation, and let $c_s=0$. For $R\gg\alpha$, $r$ is replaced by $r_{\rm eff}$, where

$$\ln r_{\rm eff}=\ln\frac{\alpha e^{\gamma}}{4}+\frac{K_0(\alpha/2r)}{I_0(\alpha/2r)} ,$$

with modified Bessel functions $K_0$, $I_0$.

*Proof.* The inward flux density is $D(\nabla c+c\nabla u)$. With $c=e^{-u/2}\psi$ it becomes $De^{-u/2}(\nabla\psi+\frac12\psi\nabla u)$. In its divergence the terms in $\nabla u\cdot\nabla\psi$ cancel, and a steady state requires

$$\nabla^2\psi+\tfrac12\psi\nabla^2u-\tfrac14|\nabla u|^2\psi=0 .$$

Here $\nabla^2u=0$ and $|\nabla u|^2=\alpha^2/s^4$, so $\nabla^2\psi=\alpha^2\psi/(4s^4)$. This has no angular dependence. With $z=\alpha/2s$ it reads $z(z\psi_z)_z=z^2\psi$, solved by $K_0(z)$ and $I_0(z)$. The combination that vanishes at $s=r$ is

$$\psi\propto K_0(z)-\frac{K_0(\alpha/2r)}{I_0(\alpha/2r)}I_0(z).$$

For $s\gg\alpha$, $K_0(z)\to\ln(4s/\alpha)-\gamma$ and $I_0(z)\to1$, so $\psi\propto\ln(s/r_{\rm eff})$. There $u\to0$, and the flux is that of pure diffusion to a line of radius $r_{\rm eff}$. $\square$

## Example: iron in multicrystalline silicon

Take interstitial iron at 600 °C, with rough typical inputs: $\rho=10^6\ \mathrm{cm^{-2}}$, $D=1.5\times10^{-7}\ \mathrm{cm^2/s}$, dissolved iron $10^{12}\ \mathrm{cm^{-3}}$ and $r=1$ nm. The cell radius is $R=5642$ nm, so $L=\ln5642=8.638$.

If the edge were held at the initial concentration, one line would capture

$$J=\frac{2\pi(1.5\times10^{-7})(10^{12})}{8.638}=1.09\times10^5\ \mathrm{cm^{-1}\,s^{-1}}.$$

The two sink strengths are

$$k_e^2=\frac{6.283\times10^6}{8.638}=7.27\times10^5\ \mathrm{cm^{-2}},\qquad k_m^2=\frac{6.283\times10^6}{7.888}=7.97\times10^5\ \mathrm{cm^{-2}}.$$

For a draining cell the second applies, and $\tau=1/(k_m^2D)=8.4$ s. The bare logarithm would give 9.2 s, which is 9.5 % longer. Removal of 90 % takes $\tau\ln10=19.3$ s, and the sum over all radial modes gives the same to this accuracy.

Lemma 2 puts $\lambda_1/k_m^2$ near $1-7/(48\times7.888^2)=0.998$; numerical diagonalization gives 0.9976. Doubling $r$ shortens $\tau$ to 7.6 s, a change of 9 %.

The neglected effects, each taken alone, have these sizes:

- **Beads.** For silicide particles assumed to be present from the start and to absorb perfectly, with $a=1$ nm and $d=100$ nm, $\ell_b=50+3.34+0.58=53.9$. The time constant becomes 56 s, longer by a factor of 6.7. Curvature raises the solubility of so small a particle; depending on its interface energy, it may capture less than this or even dissolve.
- **Drift.** An assumed elastic energy of 0.1 eV at 1 nm, with $k_BT_{\rm abs}=0.0752$ eV, gives $\alpha=1.33$ nm and $r_{\rm eff}=1.11$ nm. The time constant falls to 8.3 s.
- **Wafer faces.** Let the lines run normal to a wafer of thickness $W=180$ µm whose faces also absorb perfectly. The slowest mode gains a factor $\sin(\pi z/W)$, which adds $\pi^2D/W^2$ to the rate. The faces alone would need 219 s; together with the lines the time constant is 8.1 s.
- **Residual solubility.** With an assumed $c_s=3\times10^9\ \mathrm{cm^{-3}}$, 0.3 % of the initial iron stays dissolved. This $c_s$ corresponds to high-temperature solubility data extrapolated to 600 °C and may be too low by up to a factor of ten, which would leave about 3 %.

Beside a real wafer, the chosen density stands for a heavily dislocated region. Cleaner regions have far fewer lines. The time constant for capture by the lines alone then grows slightly faster than $1/\rho$, because $L$ grows as well, but with the perfectly absorbing faces assumed above the total cannot exceed the 219 s of the faces. Real dislocations also gather in clusters, which leaves wide gaps; the random arrangement above does not cover that case. The assumption most likely to fail is the continuous perfect sink. The whole iron content amounts to $10^{12}/10^6=10^6$ atoms per cm of line, or one atom per 10 nm. Such sparse atoms must either be held where they land or travel along the core to a particle. If neither happens, the beads do the capturing, and for the spacing assumed here each collects only 10 atoms. A silicide sphere of radius 1 nm already holds about a hundred iron atoms, so such beads must stem from earlier precipitation and cannot form from the dissolved iron considered here. The 8.4 s is therefore an estimate for diffusion to ideal, evenly spaced lines, not a forecast for a furnace step. The numerical output lists the values used here.

## Calculated quantities

```
Line density: 1.0e+06 cm^-2
Capture radius r: 1.0 nm
Diffusivity D: 1.50e-07 cm^2/s
Dissolved iron: 1.0e+12 cm^-3
Temperature: 873.15 K, kT = 0.0752 eV
Cell radius R: 5642 nm
L = ln(R/r): 8.638
L - 3/4: 7.888
k2, held edge: 7.274e+05 cm^-2
k2, closed cell: 7.966e+05 cm^-2
k2, slowest mode: 7.947e+05 cm^-2
Slowest mode / closed formula: 0.9976
Weight of slowest mode: 0.9976
Flux per line, held edge: 1.091e+05 cm^-1 s^-1
Loss per volume, held edge: 1.091e+11 cm^-3 s^-1
Time constant from held-edge k2: 9.17 s
Time constant, closed cell: 8.37 s
Ratio of these two times: 1.095
90 % removal, tau ln 10: 19.27 s
90 % removal, all modes: 19.30 s
Time constant if r is doubled: 7.63 s
Square array, effective log: 7.900
Square array, L minus that log: 0.7382
Random array, effective log: 9.65
Random array, standard error: 0.07
Random / round cell, 1/k2: 1.22
Bead radius: 1.0 nm
Bead spacing: 100 nm
Bead row, effective log replacing L: 53.92
Bead row, time constant: 56.4 s
Bead row / continuous line, time: 6.74
Elastic strength: 0.10 eV nm
Elastic length alpha: 1.329 nm
Capture radius with drift: 1.109 nm
Time constant with drift: 8.26 s
Wafer thickness: 180 um
Time constant, faces alone: 219 s
Time constant, faces and lines: 8.06 s
Iron load per line length: 0.100 nm^-1
Iron atoms per bead: 10.0
Assumed solubility: 3.0e+09 cm^-3
Solubility / initial iron: 0.0030
```
